\section*{Why a saturated tunnelling time sends no signal faster than light}

\section*{The belief}

\textbf{Q.} I work on charge-trap memory, and the tunnelling time of an electron through the oxide puzzles me. The phase time stops growing once the barrier is thick. The packet's maximum then crosses any extra thickness at no cost in time, so for large enough $L$ it beats light. A maximum can be detected. Surely a thick barrier can therefore carry a message faster than $c$?

\textbf{A.} Your first two statements can be right; the conclusion does not follow. To see why, we need a wave equation that knows about $c$. Which one did you have in mind?

\textbf{Q.} The Schrödinger equation, as for any oxide.

\textbf{A.} It cannot decide the question, because it has no light cone even without a barrier. Take $\hbar=m=c=1$ and the sharp-edged state $\psi(x,0)=e^{x}$ for $x<0$, zero for $x>0$. With $y=-u$ in the free propagator,
\begin{equation}
\psi(x,t)=\frac{1}{\sqrt{2\pi i t}}\int_0^\infty e^{i(x+u)^2/2t-u}\,du .
\end{equation}
The exponent is $ix^2/2t-(1-ix/t)u+iu^2/2t$. Dropping its last term leaves the integral $1/(1-ix/t)$ times a phase, so
\begin{equation}
|\psi|\simeq\frac{1}{\sqrt{2\pi t\,(1+x^2/t^2)}} .
\end{equation}
The relative correction has size $1/[t(1+x^2/t^2)]$. At $t=10$, $x=20$, twice as far as light could go, that is 2\%. The estimate is 0.0564 and quadrature gives 0.0555. A theory that does this in empty space cannot convict a barrier.

\section*{A barrier in a theory with a light cone}

\textbf{Q.} Then use the Dirac equation. Does the time still saturate?

\textbf{A.} Let us calculate it. In one dimension, with right-moving component $R$ and left-moving component $S$,
\begin{equation}
i(\partial_t+\partial_x)R=VR+S,\qquad i(\partial_t-\partial_x)S=VS+R .
\end{equation}
The barrier is static: $V$ for $0<x<L$, zero elsewhere. I treat one particle without pair creation and take $V<E+1$, so that the barrier's negative-energy continuum stays below $E$. For time dependence $e^{-iEt}$ and $\epsilon=E-V$, the equations inside become
\begin{equation}
\frac{d}{dx}\begin{pmatrix}R\\S\end{pmatrix}=M\begin{pmatrix}R\\S\end{pmatrix},\qquad
M=i\begin{pmatrix}\epsilon&-1\\1&-\epsilon\end{pmatrix}.
\end{equation}
Squaring gives $M^2=-q^2$ with $q^2=\epsilon^2-1$, hence $e^{Mx}=\cos qx+M\sin(qx)/q$.

Outside, $k^2=E^2-1$. The right-moving wave is $(1,\rho)$ with $\rho=E-k$. The left-moving one is $(1,1/\rho)$, because $(E-k)(E+k)=1$. With reflected amplitude $b$ and transmitted field $t(1,\rho)$ at $x=L$, continuity at $x=0$ reads
\begin{equation}
\begin{pmatrix}1+b\\ \rho+b/\rho\end{pmatrix}=t\,e^{-ML}\begin{pmatrix}1\\ \rho\end{pmatrix}.
\end{equation}
Multiply from the left by the row $(1,-\rho)$. This removes $b$ and leaves $1-\rho^2$ on the left. On the right we need
\begin{equation}
(1,-\rho)\,M\begin{pmatrix}1\\ \rho\end{pmatrix}=i\left[\epsilon(1+\rho^2)-2\rho\right].
\end{equation}
Since $1/\rho+\rho=2E$ and $1/\rho-\rho=2k$, we have $(1+\rho^2)/(1-\rho^2)=E/k$ and $2\rho/(1-\rho^2)=1/k$. Therefore
\begin{equation}
\frac1{t(E)}=\cos qL-iF\sin qL,\qquad F=\frac{E\epsilon-1}{kq}.
\label{t}
\end{equation}

Under the barrier $q=i\kappa$ with $\kappa^2=1-\epsilon^2>0$, and
\begin{equation}
\frac1t=\cosh\kappa L-iG\sinh\kappa L,\qquad G=\frac{E\epsilon-1}{k\kappa}.
\end{equation}
The phase of $t$ is $\varphi=\arctan(G\tanh\kappa L)$. By stationary phase, a narrow-band packet is delayed by $\tau=d\varphi/dE$, measured from the incident field at the entrance to the transmitted field at the exit. For $\kappa L\gg1$ the hyperbolic tangent is 1, and $L$ has gone.

To find the limit, write $N=E\epsilon-1$ and $D=k\kappa$. First,
\begin{align}
N^2+D^2&=(E\epsilon-1)^2+(E^2-1)(1-\epsilon^2)\nonumber\\
&=E^2-2E\epsilon+\epsilon^2=V^2 .
\label{id}
\end{align}
Next, $k'=E/k$ and $\kappa'=-\epsilon/\kappa$ give
\begin{equation}
D'=D\left(\frac{E}{k^2}-\frac{\epsilon}{\kappa^2}\right)=\frac{E\kappa^2-\epsilon k^2}{D}=-\frac{(E+\epsilon)N}{D},
\end{equation}
because $E\kappa^2-\epsilon k^2=(E+\epsilon)(1-E\epsilon)$. With $N'=E+\epsilon$,
\begin{equation}
\tau_{\rm sat}=\frac{N'D-ND'}{N^2+D^2}=\frac{E+\epsilon}{D}=\frac{2E-V}{k\kappa}.
\label{sat}
\end{equation}
For slow particles, $E=1+K$ with $K,V\ll1$, this becomes $2/(k\kappa)=1/\sqrt{K(V-K)}$, the Schrödinger value. It diverges at $K\to0$ and $K\to V$. At the upper edge $\kappa\to0$ as well, so the condition $\kappa L\gg1$ fails for any fixed $L$.

\textbf{Q.} So the time really is independent of thickness. What causes that? I have heard ``pulse reshaping''.

\textbf{A.} Not for the saturation itself. In a thick barrier the wave decays with a real exponent and gathers no phase on the way. What remains is the phase from matching at the two faces, and faces do not know how far apart they are. Reshaping enters when we ask how the maximum can appear so early.

\section*{A packet with a sharp front}

\textbf{Q.} Give me a case where it does beat light.

\textbf{A.} Take round values $E=1.5$ and $V=1.7$. Then $k=1.1180$, $\kappa=0.9798$ and
\[
\tau_{\rm sat}=\frac{3.0-1.7}{1.1180\times0.9798}=1.187 .
\]
Light needs $L/c=6$ for $L=6$, so the apparent speed is about $5c$.

Now send a packet. Its envelope is Gaussian, with standard deviation 5 in the density, centred at $x=-40$ and cut to zero 40 units either side. Its front therefore stands at the barrier at $t=0$. Both components get this envelope, with the fixed ratio $S/R=E-k$ of the central energy. Since the exact ratio varies across the packet's bandwidth, this admits some negative-energy waves, here $5\times10^{-4}$ of the probability; the tiny jump at the cut adds far less. I let the packet run freely on a grid of step 0.02, record the field $f(t)$ passing $x=0$, and build the transmitted field from its spectrum and Eq.~(\ref{t}). Direct propagation through the barrier for $L=6$ agrees one unit behind it to $8\times10^{-4}$ of the transmitted peak.

The peak delays are 0.93, 1.10 and 1.29 for $L=3$, 6 and 9.

\textbf{Q.} Those are far below $L/c$. But they still grow, although you promised saturation.

\textbf{A.} The packet has a finite bandwidth, and the barrier also filters energies. Near the central energy $E_0$,
\begin{equation}
t(E_0+\delta)\simeq t(E_0)\,e^{(s+i\tau)\delta},\qquad s=\frac{d\ln|t|}{dE}.
\end{equation}
If the incident envelope is $A(t)=\int\hat A(\delta)e^{-i\delta t}d\delta/2\pi$, the transmitted one is
\begin{equation}
t(E_0)\int\hat A(\delta)\,e^{-i\delta(t-\tau+is)}\frac{d\delta}{2\pi}=t(E_0)\,A(t-\tau+is).
\label{env}
\end{equation}
Dispersion on the way has chirped the packet: $A=e^{-aT^2}$, with $T$ counted from the peak and $a=a_r+ia_i$ complex. Now
\begin{equation}
{\rm Re}\,[a(T+is)^2]=a_r(T^2-s^2)-2a_i sT ,
\end{equation}
which is smallest at $T=s\,a_i/a_r$. The peak delay is thus $\tau+s\,a_i/a_r$. The recorded pulse has $a_i/a_r=-0.313$, and the formula predicts 0.94, 1.13 and 1.32, within 0.04 of the propagated delays.

For a thick barrier $|t|\propto e^{-\kappa L}$, so $s$ changes with thickness at the rate $-\kappa'=\epsilon/\kappa=-0.204$. The delay then grows by $0.204\times0.313=0.064$ per unit length, or 0.19 per three units, as seen. This growth belongs to the chirped packet; the phase time is 1.1845 at $L=3$ and 1.1867 at $L=6$ and 9.

\section*{What the front does}

\textbf{Q.} Then the maximum beats light in a relativistic theory. Isn't that worse?

\textbf{A.} It would be, if the maximum carried the news. Let us ask when anything at all can arrive. With $\hat f(E)=\int f(t)e^{iEt}dt$, the exit field is
\begin{equation}
g(t)=\int\frac{dE}{2\pi}\,\hat f(E)\,t(E)\,e^{-iEt},
\label{out}
\end{equation}
taken along a line just above the real axis, where branch points and bound-state poles may lie. Three facts settle it.

First, $f=0$ for $t<0$, so $\hat f$ is analytic above the real axis and vanishes at large $|E|$.

Second, $t(E)$ is analytic there too. Equation~(\ref{t}) is even in $q$, and $k$ has no branch point or zero in the upper half-plane. That leaves zeros of $1/t$. Such a zero would be a state with no incoming wave, decaying on both sides because ${\rm Im}\,k>0$: a normalizable eigenstate with complex energy. The Hamiltonian is Hermitian, so there is none.

Third, Eq.~(\ref{t}) can be written
\begin{equation}
\frac1t=\frac{1+F}{2}e^{-iqL}+\frac{1-F}{2}e^{iqL},\qquad F^2=1+\frac{V^2}{k^2q^2},
\end{equation}
where the second relation is Eq.~(\ref{id}) with $\kappa^2=-q^2$. At large $|E|$, $F\to1$ and $q\to E-V$, so $t(E)\to e^{i(E-V)L}$.

The integrand of Eq.~(\ref{out}) then behaves as $\hat f\,e^{-iE(t-L)}$. For $t<L$ it decays in the upper half-plane, the contour closes there around no singularity, and
\begin{equation}
g(t)=0\quad\text{for } t<L/c .
\end{equation}

\textbf{Q.} That concerns the front. My message is in the maximum.

\textbf{A.} Linearity extends the result. Suppose two incident signals agree until time $t_1$ and differ afterwards. Their difference is a signal with a front at $t_1$, so the two exit fields agree until $t_1+L/c$. Whatever you decide at $t_1$, the far side cannot know sooner.

The front is also treated quite differently from the pulse. A jump consists of high energies, for which $|t|\to1$. In the computed signal the jump is $1.2\times10^{-7}$ of the incident maximum, and its first exit sample is 0.974 of the incoming one. The missing part can be estimated. Since $q\simeq\epsilon-1/2\epsilon$, the next term in $t\,e^{-i(E-V)L}$ is $-iL/2E$, which in time subtracts $L/2=3$ times the integral of the field since the front. The grid fixes the moment of the jump only to within one time step before the first sample. Taking half a step, 0.01, as the elapsed time gives a loss of about 0.03. The pulse maximum, by contrast, is transmitted with ratio $3.7\times10^{-3}$.

Before $L/c$ the computed exit field stays below $4\times10^{-3}$ of the jump. I take that remainder for ringing from the finite time step, though I have not refined the step to prove it.

\section*{Where the early maximum comes from}

\textbf{Q.} Then how does the maximum get out at 1.1 if nothing travels faster than $L/c=6$?

\textbf{A.} It does not travel. Split the exit field using the high-energy limit:
\begin{equation}
g(t)=e^{-iVL}f(t-L)+g_{\rm later}(t).
\end{equation}
The first term is the incident field moved at the speed of light, at full strength. The second is everything that took longer, through conversion between $R$ and $S$. At the exit maximum the direct part is 0.886 of the incident maximum and the later part 0.883. They nearly cancel, leaving 0.0037.

The cancellation is uneven. Six time units before the direct part peaks, a fraction $4.4\times10^{-3}$ of it survives; six units after, $2.4\times10^{-3}$. The trailing side is suppressed more, so the maximum of what remains lies earlier. That is the reshaping: interference makes a new maximum out of the leading part of the pulse.

\textbf{Q.} So the outgoing pulse should look badly distorted.

\textbf{A.} It does not. Shifted back by its delay, its magnitude overlaps the incident one to 0.9999. By Eq.~(\ref{env}) with small $s$, the exit envelope is proportional to
\begin{equation}
A(t-\tau)=A(t_r)+(L-\tau)A'(t_r)+\tfrac12(L-\tau)^2A''(t_r)+\dots,
\end{equation}
where $t_r=t-L$ is the latest time the exit can know about. The barrier extrapolates. A smooth pulse announces its maximum in its own rise, and the extrapolation succeeds. At a jump the Taylor series fails, and so does the early arrival.

\textbf{Q.} If that is true, I could remove the incoming maximum and still get one out.

\textbf{A.} Do it. The undisturbed incident peak reaches $x=0$ at $t=53.80$, and the exit peak for $L=6$ occurs at 54.90. At $t=50.90$ the incident peak, as it would be without the barrier, is still at $x=-2.24$. At that moment erase the wave completely for $x<-1$, with a smooth ramp up to $x=0$, and leave it alone for $x\ge0$. Only 7.6\% of the probability is left.

The exit field at 54.90 can depend only on points within 4.00 of the exit at the moment of erasure, hence on $x>2$. The part of the wave that makes the maximum is already inside the barrier. News from $x=0$ is due at 56.90.

I propagated the wave with and without the erasure, using a Fourier method whose steps are not confined to a light cone. Up to 56.90 the two exit fields differ by $10^{-6}$ of the exit peak. The maximum appears at 54.94. The shift of 0.04 is not due to the erasure, since the unerased run shares it to that accuracy; changing the numerical method at $t=50.90$ alters the exit field by up to 2\% of its peak.

\textbf{Q.} And after 56.90?

\textbf{A.} Within six time units the exit field reaches 122 times the former peak. Cutting both components over a length of 1 creates a wide range of energies. Waves above $V+1=2.7$ cross the barrier without exponential suppression. So do negative-energy waves below $-1$, for which $q$ is real as well. Both feed the burst, and states bound in the barrier add to it. The negative-energy part marks a limit of the one-particle model: the light cone holds for every solution of the wave equation, but the height of this burst is not a prediction for a real electron. The message ``the pulse was cut'' is loud, and it arrives after $L/c$.

\section*{The tunnel oxide}

\textbf{Q.} I concede the principle. In my oxide, does the maximum at least appear to beat light?

\textbf{A.} Let us put numbers in. For silicon and oxide use the effective-mass Schrödinger equation, with $\psi$ and $\psi'/m$ continuous. Here it serves to give the phase time, which is the delay of the maximum for a narrow-band packet without chirp; it is not used to judge causality. Let $g=(\kappa/m_{\rm ox})/(k/m_{\rm Si})$. Carrying the transmitted wave back to the entrance gives
\begin{align}
\psi(0)&=t\left[\cosh\kappa L-\tfrac{i}{g}\sinh\kappa L\right],\\
\frac{m_{\rm Si}}{ik}\,\frac{\psi'(0)}{m}&=t\left[\cosh\kappa L+ig\sinh\kappa L\right].
\end{align}
Their sum is twice the incident amplitude, so
\begin{equation}
\frac1t=\cosh\kappa L+\frac i2\left(g-\frac1g\right)\sinh\kappa L .
\end{equation}
For a thick oxide $\tan\varphi=(1-g^2)/2g=\cot(2\arctan g)$, hence $\varphi=\pi/2-2\arctan g$ and $\tau=-2\hbar g'/(1+g^2)$. From $g^2=(V-E)m_{\rm Si}/(E\,m_{\rm ox})$ follows $g'/g=-V/[2E(V-E)]$, and
\begin{equation}
\tau_{\rm sat}=\frac{\hbar V g}{E(V-E)(1+g^2)} .
\end{equation}
With equal masses $1+g^2=V/E$, and we recover $\hbar/\sqrt{E(V-E)}$.

Rough typical values are a barrier of 3.1 eV, masses 0.92 and 0.5, and a thickness of 4 nm. For an electron at 0.1 eV, $g=7.43$ and
\[
\tau_{\rm sat}=\frac{0.658\times3.1\times7.43}{0.1\times3.0\times56.2}\ \text{fs}=0.90\ \text{fs}.
\]
The phase time is 1.43 fs at 0.1 nm, 1.04 fs at 0.2 nm and 0.90 fs from 0.5 nm on; the first two thicknesses are about one Si--O bond, so they show the trend of the formula, not a real oxide. Light crosses 4 nm in 0.013 fs, nearly seventy times faster. The apparent speed is $4.4\times10^6$ m/s, or 1.5\% of $c$. It does exceed the electron's own speed in silicon, $2.0\times10^5$ m/s, but that is no limit on signals.

\textbf{Q.} Then I make the oxide thicker.

\textbf{A.} At these settings $L/c$ reaches $\tau$ at 270 nm, where the transmission is $10^{-1470}$. At 4 nm it is already $10^{-22}$. Long before 270 nm another path takes over: at 85 °C the Boltzmann factor for passing over the barrier equals the tunnelling probability of this 0.1 eV electron at 7.6 nm; for the thermally weighted flux over the flat barrier the crossover lies near 7.9 nm.

\textbf{Q.} Your barrier is flat and cold. Mine is neither.

\textbf{A.} Change one thing at a time, at 4 nm. A field of 3 MV/cm, about a third of a rough breakdown field, shortens the time to 0.65 fs. Lowering the whole barrier by a further 0.45 eV, the image-force lowering of its top for an ideal metal electrode (about 0.38 eV for silicon, whose image charge is weaker), gives 0.72 fs and raises the transmission to about $10^{-17}$. This does not replace a calculation with the image potential itself, which is deepest at the faces, where the phase time is decided, and lengthens the time: at this field, with the image charge of silicon, it is 0.75 to 1.1 fs as the potential is cut off 0.2 to 0.02 nm from the faces. A two-band oxide with a 9 eV gap gives 0.75 fs. An electron energy of $kT$ at 85 °C gives 1.6 fs. Among these cases, the largest change in time comes from silicon's anisotropic mass: 0.19 instead of 0.92 doubles it to 1.9 fs. This leaves out the large wave vector along the interface that electrons in such valleys have on a (100) surface. If the interface conserves it, the wave decays faster in the oxide and most of the increase disappears. Each of these times is still at least 48 times $L/c$. Real tunnel layers may also be stacks and contain traps; transport through traps is outside this model and could change the current greatly.

\textbf{Q.} So the phase time in my oxide is far longer than $L/c$. Does that mean the maximum never even looks superluminal there?

\textbf{A.} For a narrow-band packet without chirp, yes. With chirp, the shift $s\,a_i/a_r$ applies here too, and at 4 nm $s=\hbar\,d\ln|t|/dE$ is about 6 fs. A chirp ratio of $-0.15$ then cancels the whole phase time. Without scattering, a packet whose energy has a standard deviation of 10 meV (the chirp grows as the square of this width) acquires about that chirp in 20 nm of silicon, so its maximum can leave the oxide at about the moment the incident one arrives. As in the Dirac barrier, such an early maximum brings no early news. If you want to know when a message can arrive, follow the first point at which two possible inputs differ. The complete numerical output follows below.

\section*{Computed values}
\begin{verbatim}
Schroedinger amplitude at t=10, x=2ct: 0.0555
  leading-term estimate: 0.0564
Dirac model, units hbar = m = c = 1
E = 1.5, V = 1.7, k = 1.1180, kappa = 0.9798
packet width 5.0, cut at 40 from its centre
L = 6 corresponds to 2.317 pm
negative-energy share of packet: 5.03e-04
saturated phase time: 1.1867
incident peak at entrance, time: 53.803
chirp ratio Im(a)/Re(a): -0.3127
L=L/c  phase time  predicted peak delay  propagated delay
3  1.1845  0.938  0.926
6  1.1867  1.129  1.100
9  1.1867  1.321  1.289
For L = 6:
front jump / incident maximum: 1.17e-07
largest exit field before L/c / jump: 3.5e-03
front transmission ratio: 0.974
pulse-maximum transmission ratio: 3.670e-03
at exit peak: direct part 0.8860, later 0.8825
surviving fraction 6 before direct peak: 4.375e-03
surviving fraction 6 after direct peak: 2.418e-03
shape overlap, input with shifted output: 0.9999
lattice vs synthesis at x=L+1, mismatch/peak: 7.6e-04
same at x=L: 8.2e-03; edge-cell phase V h/4: 8.5e-03
erasure time: 50.90, exit peak time: 54.90
barrier-free peak position at erasure: -2.24
probability kept after erasure: 7.61e-02
exit peak time after erasure: 54.94
exit-field change up to L/c later, /peak: 9.7e-07
largest exit field in next 6 time units, /peak: 122.2
spectral vs lattice without erasure, /peak: 2.1e-02
Oxide: V=3.1 eV, E=0.1 eV, L=4.0 nm
masses: silicon 0.92, oxide 0.5; kappa 6.275 1/nm
phase time at 0.1 nm: 1.4321 fs
phase time at 0.2 nm: 1.0437 fs
phase time at 0.5 nm: 0.9027 fs
phase time at 1.0 nm: 0.8992 fs
phase time at 4.0 nm: 0.8992 fs
closed saturated value: 0.8992 fs; L/c: 0.0133 fs
L/tau: 4.449e+06 m/s = 0.0148 c
electron speed in silicon: 1.955e+05 m/s
log10 transmission at 4 nm: -22.35
thickness with L/c = tau: 269.6 nm, log10 T -1470
over-barrier factor equals T at 7.64 nm, 358.15 K
field 3 MV/cm: 0.645 fs, log10 T -19.47
field + image lowering 0.454 eV: 0.723 fs, log10 T -17.45
two-band oxide, gap 9 eV: 0.750 fs, log10 T -18.52
silicon mass 0.19: 1.852 fs, log10 T -21.73
energy kT = 0.0309 eV: 1.584 fs, log10 T -23.11
field / rough breakdown field (10 MV/cm): 0.30
\end{verbatim}
